# Born closure for electron scattering from polar molecules

## The form of the dipole amplitude

An electron of mass $m$, charge $-e$ and energy $E=\hbar^2k^2/2m$ at distance $r$ from a point dipole $\mathbf D=D\hat{\mathbf D}$ has $V=-eD\cos\gamma/4\pi\epsilon_0r^2$, with $\cos\gamma=\hat{\mathbf r}\cdot\hat{\mathbf D}$. Multiplication by $2m/\hbar^2$ gives

$$U=-\frac{2d\cos\gamma}{r^2},\qquad d=\frac{meD}{4\pi\epsilon_0\hbar^2}.$$

The strength $d$ is dimensionless, so the potential contains no length. The first Born amplitude is a length, is linear in $\hat{\mathbf D}$, and depends on the wave vectors through $\mathbf q=\mathbf k_f-\mathbf k_i$ alone, so it must be a number times $d\,\hat{\mathbf q}\cdot\hat{\mathbf D}/q$. With $d\Omega\propto q\,dq/k^2$ the cross section is proportional to $(d^2/k^2)\int dq/q$, a logarithm that needs a smallest $q$. Fixed nuclei (FN) allow $q\to0$. A rotating molecule that exchanges energy has $q\ge|k-k'|$.

The number follows from $f^B=-\frac1{4\pi}\int e^{-i\mathbf q\cdot\mathbf r}U\,d^3r$. In $e^{-i\mathbf q\cdot\mathbf r}=\sum_l(-i)^l(2l+1)j_l(qr)P_l(\hat{\mathbf q}\cdot\hat{\mathbf r})$ the term $l=1$ survives the angular integral, which gives $\int P_1(\hat{\mathbf q}\cdot\hat{\mathbf r})\cos\gamma\,d\Omega=\frac{4\pi}3\hat{\mathbf q}\cdot\hat{\mathbf D}$. Since $j_1=-j_0'$, $\int_0^\infty j_1(qr)\,dr=1/q$. Then

$$f^B=\frac{2d}{4\pi}(-3i)\frac{4\pi}{3}\frac{\hat{\mathbf q}\cdot\hat{\mathbf D}}{q}=-2id\,\frac{\mathbf q\cdot\hat{\mathbf D}}{q^2}.\tag1$$

With fixed nuclei $q^2=2k^2(1-\cos\theta)$, and the average over orientations is $\langle(\hat{\mathbf q}\cdot\hat{\mathbf D})^2\rangle=\frac13$, so $d\sigma/d\Omega=2d^2/[3k^2(1-\cos\theta)]$, which grows as $\theta^{-2}$. With $x=\cos\theta$, $\int_{-1}^{x_0}dx/(1-x)=\ln[2/(1-x_0)]=2\ln[1/\sin(\theta_0/2)]$, and

$$\sigma(\theta>\theta_0)=\frac{8\pi d^2}{3k^2}\ln\frac1{\sin(\theta_0/2)}.$$

The weight $1-\cos\theta$ cancels the pole, and the momentum-transfer cross section is $\sigma_m=4\pi\cdot2d^2/3k^2=8\pi d^2/3k^2$.

## The Born term of a rotor

The molecule is a linear rigid rotor in a $\Sigma$ state, with levels $BJ(J+1)$ and states $Y_{JM}(\hat{\mathbf D})$. The Born amplitude for $J\to J'$ is the matrix element of (1), with $|\mathbf k_f|=k'$ fixed by energy conservation, and the cross section carries the flux ratio $k'/k$. With $M$ quantized along $\hat{\mathbf q}$, and $\gamma$ now the angle between $\hat{\mathbf D}$ and $\hat{\mathbf q}$, the recurrence

$$\cos\gamma\,Y_{lm}=c_{lm}Y_{l+1,m}+c_{l-1,m}Y_{l-1,m},\qquad c_{lm}^2=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)},$$

allows $J'=J\pm1$ and gives zero for $J'=J$. From $\sum_mm^2=l(l+1)(2l+1)/3$ the numerators sum to $(2l+1)(l+1)[(l+1)-l/3]=(2l+1)(l+1)(2l+3)/3$, so $\sum_mc_{lm}^2=(l+1)/3$. Averaging over the $2J+1$ initial states yields $w/3$ with $w=\max(J,J')/(2J+1)$ and $w_++w_-=1$. Therefore

$$\frac{d\sigma^B}{d\Omega}=\frac{4d^2}{3}\frac{k'}{k}\frac{w}{q^2},\qquad q^2=(k-k')^2+4kk'\sin^2\frac\theta2.\tag2$$

The peak is flat below $\theta\approx|k-k'|/k$. Since $q^2=k^2+k'^2-2kk'x$, $\int_{-1}^1dx/q^2=(1/2kk')\ln[(k+k')^2/(k-k')^2]$, and

$$\sigma^B(J\to J')=\frac{8\pi d^2}{3k^2}\,w\ln\frac{k+k'}{|k-k'|}.\tag3$$

The forward peak thus belongs to the rotationally inelastic channels, and the counterpart of the FN "elastic" cross section is the sum over $J'$. The cure rests on the selection rule. For a symmetric top the projection theorem gives $\langle JKM|\cos\gamma|JKM\rangle=KM/J(J+1)$; with $\overline{M^2}=J(J+1)/3$ the channel $\Delta J=0$ has weight $K^2/J(J+1)$, which is $0.1667$ for $J=2$, $K=1$. It has $k'=k$ and diverges unless the states it connects are split in energy, for example by asymmetry doubling of the $\pm K$ pair or by inversion doubling as in NH$_3$.

## Partial waves

With the $z$ axis along $\hat{\mathbf D}$, $m$ is conserved. Radial solutions $u_{l'l}\to\delta_{l'l}e^{-i(kr-l'\pi/2)}-S_{l'l}e^{i(kr-l'\pi/2)}$ are combined so that the incoming parts match the plane wave $4\pi\sum i^lj_l(kr)Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf k}_i)$. Because $\sin y=\frac i2(e^{-iy}-e^{iy})$, the extra outgoing wave has coefficient $-\frac i2(S-1)=T$, with $T=(S-1)/2i$, and

$$f=\frac{4\pi}k\sum_{ll'm}i^{\,l-l'}T^m_{l'l}Y_{l'm}(\hat{\mathbf k}_f)Y^*_{lm}(\hat{\mathbf k}_i).\tag4$$

Integrating $|f|^2$ over $\hat{\mathbf k}_f$ and averaging over $\hat{\mathbf k}_i$ removes the cross terms by orthonormality: $\sigma=(4\pi/k^2)\sum_lp_l$, $p_l=\sum_{l'm}|T^m_{l'l}|^2$. Expanding both plane waves in $f^B$ gives the form (4) with the real matrix $T^B_{l'l}=-k\int j_{l'}U_{l'l}j_lr^2dr$; for unit-flux channels with $k'\ne k$ the prefactor is $\sqrt{kk'}$.

The radial integral is $I_+=\int_0^\infty j_l(kr)j_{l+1}(k'r)\,dr$. Write $F=rj_l(kr)j_{l+1}(k'r)=r^{-1}[r^{-l}j_l][r^{l+2}j_{l+1}]$ and use $(r^{-l}j_l)'=-kr^{-l}j_{l+1}(kr)$, $(r^{l+2}j_{l+1})'=k'r^{l+2}j_l(k'r)$. As $F$ vanishes at both ends, $\int F'dr=0$ reads $I_+=k'G_l-kG_{l+1}$ with $G_l=\int r\,j_l(kr)j_l(k'r)\,dr$. The transform $\int e^{-i\mathbf q\cdot\mathbf r}r^{-1}d^3r=4\pi/q^2$, expanded in plane waves, equals $4\pi\sum(2l+1)P_l(x)G_l$. With $q^2=2kk'(z-x)$, $z=(k^2+k'^2)/2kk'$, projection on $P_l$ gives $G_l=Q_l(z)/2kk'$, where $Q_l=\frac12\int_{-1}^1P_l\,dx/(z-x)$. Setting $k'=ke^{-\xi}$, so that $z=\cosh\xi$, and exchanging $k$ and $k'$ for the integral $I_-$ with $j_{l-1}(k'r)$,

$$\sqrt{kk'}I_+=\tfrac12\left[e^{-\xi/2}Q_l-e^{\xi/2}Q_{l+1}\right],\quad\sqrt{kk'}I_-=\tfrac12\left[e^{\xi/2}Q_{l-1}-e^{-\xi/2}Q_l\right].\tag5$$

For $\xi\to0$ the Christoffel–Darboux identity $(P_l-P_{l+1})/(1-x)=\sum_{n\le l}(2n+1)P_n/(l+1)$ integrates to $Q_l-Q_{l+1}=1/(l+1)$, so $kI_+=1/[2(l+1)]$ and

$$T^B_{l,l+1}=T^B_{l+1,l}=\frac{d\,c_{lm}}{l+1},\qquad p_l^B=\frac{d^2}3\left(\frac1{l+1}+\frac1l\right),$$

with the second term absent for $l=0$. The partial sums $(d^2/3)(H_L+H_{L+1})$, $H_n=\sum_1^n1/s$, carry the logarithm of the first section. For $0\to1$ the rotor state $J=0$ is isotropic, the squared angular couplings are the same $m$ sums, and $p_l^{B,\rm rot}=\frac43d^2kk'[(l+1)I_+^2+lI_-^2]$.

The recurrence of $P_l$, with $\int(z-x)P_l\,dx/(z-x)=0$ for $l\ge1$, gives $lQ_{l-1}=(2l+1)zQ_l-(l+1)Q_{l+1}$. At large $l$ it becomes $Q_{l-1}+Q_{l+1}=2\cosh\xi\,Q_l$, with solutions $e^{\pm l\xi}$, and $Q_l$, bounded by $Q_0$, is the decaying one. The harmonic series is cut at $l\approx1/|\xi|\approx k/|k-k'|$. Upward recurrence would amplify rounding errors through the growing solution. Downward recurrence from $N=L+20/|\xi|$ suppresses the starting error by $e^{-2|\xi|(N-l)}\le e^{-40}$ and is normalized with $Q_0=\ln[(k+k')/|k-k'|]$, which follows from $z\pm1=(k\pm k')^2/2kk'$.

## A solvable fixed-nuclei model

The model keeps the point dipole for $r>a$ and has a spherical well $-V_0$ for $r<a$. Outside, $u''=[W/r^2-k^2]u$ with the constant tridiagonal matrix $W=l(l+1)-2d\cos\gamma=O\,\nu(\nu+1)\,O^T$. In the eigenbasis the solutions are Riccati–Bessel functions $\hat J_\nu\to\sin(kr-\nu\pi/2)$ and $\hat N_\nu\to\cos(kr-\nu\pi/2)$. The orders $\nu+\frac12=[\nu(\nu+1)+\frac14]^{1/2}$ are real when the lowest eigenvalue exceeds $-\frac14$, which holds for $d<0.639$; this limits the present implementation, not the closure formulas. Inside, the logarithmic derivatives $y_l$ of $rj_l(\kappa r)$, $\kappa^2=k^2(1+V_0/E)$, form $Y=O^T{\rm diag}(y_l)O$. Continuity of $u=\hat J+\hat NX$ requires $\hat J'+\hat N'X=Y(\hat J+\hat NX)$, so $X=-(\hat N'-Y\hat N)^{-1}(\hat J'-Y\hat J)$. Splitting sine and cosine into exponentials gives the eigenbasis matrix $\tilde S=(1+iX)(1-iX)^{-1}$, and in the $l$ basis $u\propto O[e^{-ikr}e^{i\pi\nu/2}-e^{ikr}e^{-i\pi\nu/2}\tilde S]$. Multiplying on the right by $e^{-i\pi\nu/2}O^Ti^l$ turns the incoming part into $i^le^{-ikr}$, as the definition of $S$ demands, and

$$S=i^l\,O\,e^{-i\pi\nu/2}\,\tilde S\,e^{-i\pi\nu/2}\,O^T\,i^l.$$

## The algorithm

Closure adds and subtracts the Born series. At cross-section level,

$$\sigma_L(J)=\sum_\pm\sigma^B(J\to J\pm1)+\frac{4\pi}{k^2}\sum_{l\le L}(p_l-p_l^B).\tag6$$

The subtracted matrix is the non-unitary $T^B$, because its series is the one that sums to (1). At amplitude level, $\Delta f_L$ is (4) with $T-T^B$ and $l,l'\le L$, and in the adiabatic-nuclei approximation its matrix elements between rotor states give the residual transition amplitudes. Completeness of the final states and $\sum_M|Y_{JM}|^2=(2J+1)/4\pi$ turn $\sum_{J'}$ of $|\Delta f_L|^2$ into the orientation average $\langle|\Delta f_L|^2\rangle$. In the cross term with $f^B$, the average over $M$ and sum over $M'$ are rotationally invariant, so they select the part of $\Delta f_L$ linear in $\hat{\mathbf D}$, with the weights $w_\pm$. As $w_++w_-=1$,

$$\frac{d\sigma}{d\Omega}=\sum_\pm w_\pm\left\langle\left|\sqrt{k'_\pm/k}\,f^B(\mathbf q_\pm)+\Delta f_L\right|^2\right\rangle.\tag7$$

The average is done by Gauss–Legendre and uniform quadrature over the two angles of $\hat{\mathbf D}$.

The cross term has no pole. Reflection symmetry puts the linear part in the form $(A\hat{\mathbf k}_i+b\hat{\mathbf k}_f)\cdot\hat{\mathbf D}$, with $A,b$ functions of $\cos\theta$. Reciprocity, $f(\mathbf k_i\to\mathbf k_f)=f(-\mathbf k_f\to-\mathbf k_i)$, gives $A=-b$. The cross term then contains $(\hat{\mathbf k}_f-\hat{\mathbf k}_i)\cdot\mathbf q/q^2=(k+k')(1-\cos\theta)/q^2$, which is $1/k$ for $k'=k$. For $k'\ne k$ the relative departure is $O(\xi)$ plus a term of order $\xi^2/(\xi^2+\theta^2)$, which integrates over solid angle to $O(\xi^2\ln(1/|\xi|))$. Apart from the elements with $l'>L$, which only (6) keeps, the residual parts of (6) and the integral of (7) therefore agree to $O(B/E)$.

## Error analysis

**Truncation of the integral cross section.** At large $l$, $X\propto\hat J/\hat N$ at $r=a$ falls faster than any power. Near a given $l$, with $\lambda=l+\frac12$, freeze the coefficients: $W\approx2\lambda n-2dc(R+R^\dagger)$ plus a constant, where $n$ counts levels, $R$ raises $l$ by one and $[n,R]=R$. For $\mathcal A=\eta(R-R^\dagger)$ the commutator $[n,\mathcal A]=\eta(R+R^\dagger)$ commutes with $\mathcal A$, so $e^{-\mathcal A}We^{\mathcal A}=2\lambda n+(2\lambda\eta-2dc)(R+R^\dagger)$ is diagonal for $\eta=dc/\lambda$. Thus $O=e^{\mathcal A}$ and $e^{-i\pi\nu}=(-1)^l$ at leading order in $1/\lambda$. Since $(-1)^l$ anticommutes with $\mathcal A$ and $(-1)^li^l=i^{-l}$,

$$S=i^le^{2\mathcal A}i^{-l}=\exp[2i\eta(R+R^\dagger)]=e^{2iT^B}.$$

Unitarity, $T^\dagger T={\rm Im}\,T$, gives $p_l=\sum_m\langle l|\sin^2T^B|l\rangle$ with $\sin^2T^B=(T^B)^2-\frac13(T^B)^4+\dots$ The diagonal element of $(R+R^\dagger)^4$ is $\binom42=6$, $c\approx\frac12\sqrt{1-t^2}$ with $t=m/\lambda$, and $\sum_m\to\lambda\int_{-1}^1(1-t^2)^2dt=16\lambda/15$. Hence

$$p_l-p_l^B\to-\frac13\cdot6\cdot\frac{d^4}{16\lambda^4}\cdot\frac{16\lambda}{15}=-\frac{2d^4}{15\lambda^3},\qquad\sigma_\infty-\sigma_L\approx-\frac{4\pi}{k^2}\frac{d^4}{15(L+1)^2},\tag8$$

the second form from $\int_{L+1}^\infty\lambda^{-3}d\lambda$.

**Truncation of the angular distribution.** The orientation average of $Y_{lm}(\hat{\mathbf k}_f)Y^*_{lm}(\hat{\mathbf k}_i)$ is $P_l(\cos\theta)/4\pi$, so the isotropic part of $\Delta f$ has imaginary part $k^{-1}\sum p_lP_l$, with $p_l\approx2d^2/3l$. At fixed $\theta$ with $0<\theta<\pi$, $P_l$ oscillates with amplitude $\propto l^{-1/2}$, which suggests a tail of order $L^{-3/2}$, against $L^{-1/2}$ for the unclosed series, whose elements are one power of $l$ larger; these exponents are estimates and are not among the tests below. At $\theta=\pi$, where $|P_l|=1$, the tail is of order $L^{-1}$ and the unclosed series does not converge. At $\theta=0$ the sum is harmonic. The FN residual amplitude keeps an integrable logarithmic singularity, and (7) does not determine the $J\to J$ forward cross section.

**Adiabatic error.** The residual ignores $k'\neq k$. For $l=0$, $Q_1=zQ_0-1$ and $Q_0\approx\ln(2/\xi)$ turn (5) into $\frac12[1-\xi\ln(2/\xi)+\xi/2]$, with $\xi\approx\beta=B/E$ for $0\to1$. That the residual errs on the same scale $\beta\ln(2/\beta)$ is a conjecture, checked below as a bound. The approximation fails near rotational thresholds, where $\xi$ is not small.

## Worked example

The model values are $D=4.0\times10^{-30}$ C m, $E=2.0\times10^{-19}$ J, $B=2.0\times10^{-23}$ J, $a=1.0\times10^{-10}$ m, $V_0=8.0\times10^{-19}$ J. They give $k=5.72398\times10^9$ m$^{-1}$, $d=0.47179$ and $4\pi/k^2=3.83542\times10^{-19}$ m². For $0\to1$, $k-k'=5.72427\times10^5$ m$^{-1}$, and (3) is $5.69140\times10^{-20}\times9.90339=5.63641\times10^{-19}$ m², of which a fraction $0.52$ lies below $1^\circ$.

| $L$ | FN Born sum ($10^{-19}$ m²) | rotor Born sum ($10^{-19}$ m²) |
|---|---|---|
| 10 | 1.69286 | 1.69248 |
| 100 | 2.95516 | 2.95552 |
| 1000 | 4.26056 | 4.27577 |
| 10000 | 5.57054 | 5.49223 |
| 100000 | 6.88098 | 5.63641 |

The rotor sum saturates at (3), but at $L=100$ and $1000$ it lies above the FN sum. In (5) the first-order term in $\xi Q_l$ lowers $I_+$ and raises $I_-$, and the sum of squares gains a positive term of order $\xi^2Q_l^2$. At these two $L$ it outweighs two negative contributions, the fall of $Q_l-Q_{l+1}$ below $1/(l+1)$ and the first-order term left uncancelled at the end of the sum, and the remainder is the excess.

The residuals $p_l-p_l^B$ are $0.2119$, $-0.0453$ and $-8.6\times10^{-4}$ for $l=0,1,2$, and at $l=40$ the ratio to (8) is $1.002$. The residual sum is $6.339564\times10^{-20}$ m² at $L=12$ and $6.338842\times10^{-20}$ m² at $L=60$, a change of $-7.2\times10^{-24}$ m²; (8) predicts $-3.835\times10^{-19}\times(0.04954/15)(1/169-1/3721)=-7.2\times10^{-24}$ m². Then

$$\sigma(J=0)=(5.636+0.634)\times10^{-19}=6.27\times10^{-19}\ {\rm m^2}=224\,a_0^2,$$

$$\sigma(J=5)=(2.518+2.146+0.634)\times10^{-19}=5.30\times10^{-19}\ {\rm m^2}=189\,a_0^2,$$

the second being smaller because larger spacings shrink the logarithm. The unclosed FN sum gives $2.42\times10^{-19}$ m² at $L=12$ and $3.30\times10^{-19}$ m² at $L=60$. The closed FN $\sigma_m=1.21\times10^{-19}$ m² $=43.3\,a_0^2$ is about twice the Born value $5.69\times10^{-20}$ m².

In the forward direction (2) gives $0.29678\times0.9999/(5.72427\times10^5)^2=9.056\times10^{-13}$ m²/sr, the printed closed value. By the optical theorem the elastic amplitude has ${\rm Im}f(0)=k\sigma/4\pi=2.9\times10^{-10}$ m, whose square, $8\times10^{-20}$ m²/sr, is seven orders smaller. At $0.01^\circ=1.745\times10^{-4}$ rad the FN value $2.9736\times10^{-13}$ m²/sr is divided by $1+(1.000/1.745)^2=1.328$, giving $2.239\times10^{-13}$ m²/sr. At $90^\circ$ the closed value $9.27\times10^{-21}$ m²/sr is twice the Born value $4.53\times10^{-21}$ m²/sr. Relative to a reference with no Born input (partial waves $l\le70$ damped by $\exp[-((l+l'+1)/60)^4]$), the largest error at $45^\circ$, $60^\circ$, $90^\circ$ and $120^\circ$ for $L=12$ is $0.3\%$ with closure and $37\%$ without. The closed error grows toward backward angles and is about $1.2\%$ at $180^\circ$.

## Comparison with rotational close coupling

In the laboratory frame the channels $(j,l)$ couple to total angular momentum $\mathcal J$, and $u''=[W/r^2-k_j^2]u$ with $k_j^2=k^2[1-\beta j(j+1)]$. The Arthurs–Dalgarno matrix $W$ is the body-frame matrix in a recoupled basis, and the program tests that the two spectra coincide. The equations for $j\le4$, $\mathcal J\le10$ are propagated to $kr=1000$ by the improved log-derivative method. For initial $j=0$, $l=\mathcal J$, and isotropy makes the diagonal element at $\beta=0$ equal to $\sum_mT^m_{ll}/(2l+1)$, so by unitarity the partial cross section $p^{CC}_l$ must equal $p_l$; the largest absolute difference is $4.2\times10^{-5}$.

At $\beta=0.02$ the channel $(0,10)\to(1,11)$ has weight $2.2475\times10^{-3}$ ($2.246\times10^{-3}$ when the propagation is carried to $kr=10^4$), against $2.2489\times10^{-3}$ from (5) and $6.7450\times10^{-3}$ with fixed nuclei, which supports the use of the rotor Born terms for $\mathcal J>10$ in the close-coupling totals. The measure $\sum_l|(p^{CC}_l-p_l^{B,\rm rot})-(p_l-p^B_l)|$ is $7.5\times10^{-3}$ at $\beta=0.02$ and $2.9\times10^{-3}$ at $\beta=0.005$, below the asserted bounds $\beta\ln(2/\beta)=0.092$ and $0.030$. It falls by $2.6$ where the bound falls by $3.1$, so two points do not establish the law. The errors of the partial waves largely cancel in the totals: closure gives $3.24341$ against $3.24523$, and $4.04111$ against $4.04133$, in $10^{-19}$ m², which is $6\times10^{-4}$ and $5\times10^{-5}$ relative to close coupling; carrying the propagation from $kr=1000$ to $10^4$ moves the first close-coupling total to $3.24527$ and leaves the second at $4.04133$, where the relative difference is $5.5\times10^{-5}$ to two figures. Extrapolated to $\beta=10^{-4}$, the bound is $10^{-4}\times9.9\times3.8\times10^{-19}=3.8\times10^{-22}$ m², or $6\times10^{-4}$ of $\sigma(J=0)$, which supports three figures of $\sigma(J=0)$ within the model. For $J=5$ the spacings are five to six times larger, and the third figure is not assured by this estimate. The numerical check that follows holds these tests and those of (1), (3), (5), (7) and (8).

## Computed results

```
D = 4.00e-30 C m, E = 2.00e-19 J, B = 2.00e-23 J
a = 1.00e-10 m, V0 = 8.00e-19 J
k = 5.72398e+09 1/m, ka = 0.57240, 4pi/k^2 = 3.83542e-19 m^2
d = 0.47179, critical d = 0.63931, lowest nu = -0.17010
J=0->1: k-k' = 5.72427e+05 1/m, k/(k-k') = 9999.5
ln((k+k')/(k-k')) = 9.90339
8 pi d^2/3k^2 = Born FN sigma_m = 5.69140e-20 m^2
symmetric top J=2 K=1 DeltaJ=0 weight = 0.16667
Born sum L=10: FN 1.69286e-19, rotor 1.69248e-19 m^2
Born sum L=100: FN 2.95516e-19, rotor 2.95552e-19 m^2
Born sum L=1000: FN 4.26056e-19, rotor 4.27577e-19 m^2
Born sum L=10000: FN 5.57054e-19, rotor 5.49223e-19 m^2
Born sum L=100000: FN 6.88098e-19, rotor 5.63641e-19 m^2
rotor Born sigma(0->1) closed form = 5.63641e-19 m^2
fraction of it below 1 deg = 0.5212
l=0: p = 0.286061, pB = 0.074195, p-pB = 2.119e-01
l=1: p = 0.066012, pB = 0.111293, p-pB = -4.528e-02
l=2: p = 0.060967, pB = 0.061829, p-pB = -8.625e-04
l=4: p = 0.033299, pB = 0.033388, p-pB = -8.900e-05
l=10: p = 0.014159, pB = 0.014165, p-pB = -5.903e-06
(p-pB)/asymptotic law at l=40 = 1.0022
residual sum L=2: 6.356182e-20 m^2
residual sum L=4: 6.344229e-20 m^2
residual sum L=12: 6.339564e-20 m^2
residual sum L=60: 6.338842e-20 m^2
unclosed FN sigma L=12: 2.42201e-19, L=60: 3.30205e-19 m^2
closed sigma J=0 = 6.27037e-19 m^2 = 223.92 a0^2
Born sigma 5->6 = 2.51802e-19, 5->4 = 2.14580e-19 m^2
closed sigma J=5 = 5.29777e-19 m^2 = 189.19 a0^2
closed FN sigma_m = 1.2124e-19 m^2 = 43.29 a0^2
DCS 0 deg: closed 9.0563e-13, FN Born infinite m^2/sr
DCS 0.001 deg: closed 8.7887e-13, FN Born 2.9736e-11 m^2/sr
DCS 0.01 deg: closed 2.2386e-13, FN Born 2.9736e-13 m^2/sr
DCS 0.1 deg: closed 2.9639e-15, FN Born 2.9736e-15 m^2/sr
DCS 1 deg: closed 2.9748e-17, FN Born 2.9737e-17 m^2/sr
DCS 10 deg: closed 3.0754e-19, FN Born 2.9812e-19 m^2/sr
DCS 45 deg: closed 2.0024e-20, FN Born 1.5463e-20 m^2/sr
DCS 60 deg: closed 1.3501e-20, FN Born 9.0581e-21 m^2/sr
DCS 90 deg: closed 9.2698e-21, FN Born 4.5291e-21 m^2/sr
DCS 120 deg: closed 8.2698e-21, FN Born 3.0194e-21 m^2/sr
reference DCS 45,60,90,120 deg: 2.0021e-20 1.3489e-20 9.2488e-21 8.2452e-21 m^2/sr
max DCS error at L=12: closed 0.0030, unclosed 0.3663
close coupling B=0 vs exact FN: max |dp| = 4.2e-05
B/E=0.02: CC 3.24523e-19, closure 3.24341e-19 m^2, sum|dp| = 7.54e-03
B/E=0.02: l=10->11 CC 2.2475e-03, rotor Born 2.2489e-03, FN Born 6.7450e-03
B/E=0.005: CC 4.04133e-19, closure 4.04111e-19 m^2, sum|dp| = 2.91e-03
B/E=0.005: l=10->11 CC 4.6166e-03, rotor Born 4.6239e-03, FN Born 6.7450e-03
```
